# Lindemann Fall-off in the Collision-Activated Decomposition of a Gas-Phase Precursor

**Q:** A precursor molecule in a hot deposition reactor breaks apart by itself. Each molecule should then have a fixed chance of breaking per second, whatever the pressure. Why should the gas around it matter?

**A:** Because breaking a bond takes energy, and in a thermal gas the molecule gets that energy from collisions. The fixed chance per second belongs to a molecule that already holds enough energy. Call the ordinary molecule $A$, the energized one $A^*$, and any collision partner $M$. The smallest scheme that keeps these events apart is

$$A+M\xrightarrow{k_1}A^*+M,\qquad A^*+M\xrightarrow{k_d}A+M,\qquad A^*\xrightarrow{k_2}\text{products}.$$

The last step is unimolecular. The first two are bimolecular, and they decide how many molecules are ready for the last one.

I assume an ideal gas at fixed temperature and volume, one kind of activated state, and no reverse reaction, wall reaction or radical chain. For now the precursor is dilute in an inert carrier, so the collider density, also written $M$, stays constant. Square brackets denote number densities.

**Q:** That gives you three rate constants to adjust. Are they independent?

**A:** At a given temperature, yes, but the ratio of the first two has a meaning. Switch off decomposition and let the gas reach equilibrium. Activation and deactivation then balance, $k_1M[A]=k_dM[A^*]$, and $M$ cancels:

$$K\equiv\frac{k_1}{k_d}=\left(\frac{[A^*]}{[A]}\right)_{\text{equilibrium}} .$$

So $K$ is the thermal population of activated molecules relative to ordinary ones. It depends on temperature and not on pressure. If the decomposition threshold lies far above the mean thermal energy of the whole molecule, all its vibrations included, $K\ll1$. This is the case of interest, and I shall say where it is used.

**Q:** Then write down the rate without guessing its order.

**A:** Let $a=k_1M$ and $b=k_dM$, both in s$^{-1}$. Counting gains and losses gives

$$\frac{d[A]}{dt}=-a[A]+b[A^*],\qquad \frac{d[A^*]}{dt}=a[A]-(b+k_2)[A^*].$$

An activated molecule is lost at the total rate $b+k_2$. If this is fast compared with the decay of $[A]$, the small population $[A^*]$ follows $[A]$ closely, and its gain and loss nearly cancel. Setting $d[A^*]/dt$ to zero gives

$$[A^*]=\frac{a}{b+k_2}[A].$$

Products form at the rate $k_2[A^*]$, which is therefore $k_{\rm uni}[A]$ with

$$k_{\rm uni}=\frac{ak_2}{b+k_2}=\frac{k_1k_2M}{k_dM+k_2}.$$

The loss of $A$ agrees with this: $a[A]-b[A^*]=a[A]\left(1-\frac{b}{b+k_2}\right)=\frac{ak_2}{b+k_2}[A]$.

**Q:** You set $d[A^*]/dt$ to zero while the precursor is disappearing. If $[A^*]$ is proportional to $[A]$, it must fall too. That is a contradiction.

**A:** Taken literally, it is, so the error has to be bounded. The two balances are linear with constant coefficients and can be solved without the approximation. Insert $[A]=\alpha e^{-\lambda t}$ and $[A^*]=\beta e^{-\lambda t}$:

$$(\lambda-a)\alpha+b\beta=0,\qquad a\alpha+(\lambda-b-k_2)\beta=0.$$

A nonzero solution needs a vanishing determinant, $(\lambda-a)(\lambda-b-k_2)-ab=0$. On expansion the constant term is $a(b+k_2)-ab=ak_2$, so

$$p(\lambda)=\lambda^2-S\lambda+ak_2=0,\qquad S=a+b+k_2 .$$

Now locate the roots. First, $p(0)=ak_2>0$. Next,

$$p(a)=a^2-(a+b+k_2)a+ak_2=-ab<0,$$

and $p$ is positive again for large $\lambda$. Hence there is a slow root and a fast root with $0<\lambda_s<a<\lambda_f$.

Rewrite the equation for the slow root as $\lambda_s(S-\lambda_s)=ak_2$ and divide by $k_{\rm uni}=ak_2/(b+k_2)$:

$$\frac{\lambda_s}{k_{\rm uni}}=\frac{b+k_2}{S-\lambda_s}=\frac{b+k_2}{b+k_2+(a-\lambda_s)} .$$

Since $0<a-\lambda_s<a$, this ratio is bounded on both sides:

$$\frac{1}{1+\varepsilon}<\frac{\lambda_s}{k_{\rm uni}}<1,\qquad \varepsilon=\frac{a}{b+k_2}<\frac ab=K .$$

The steady-state formula overestimates the slow decay rate, by a fraction of $k_{\rm uni}$ smaller than $K$. This holds at every pressure. The contradiction is real, but its size is limited by the activated population.

**Q:** A bound may be far from the actual error. And what happens if $K$ is not small?

**A:** The bound is nearly reached at high pressure. To see this, note that $p(k_2)=k_2^2-(a+b+k_2)k_2+ak_2=-bk_2<0$, so $\lambda_s<k_2$ as well. When $M\to\infty$, $S$ grows without limit while $\lambda_s$ stays below $k_2$. Then

$$\lambda_s=\frac{ak_2}{S-\lambda_s}\longrightarrow\frac{ak_2}{a+b}=\frac{K}{1+K}\,k_2 .$$

The steady-state formula gives $Kk_2$ instead. The missing factor $1/(1+K)$ has a simple origin: a fraction $K/(1+K)$ of all undecomposed molecules is activated, and the formula counts them as if they were negligible beside $A$.

I computed the eigenvalues of the two balances in high-precision arithmetic at six densities, from far below to far above the crossover. The largest error relative to $k_{\rm uni}$ was $1.0\times10^{-7}$ for $K=10^{-7}$, $0.0099$ for $K=0.01$, and $0.33$ for $K=0.5$. The last two are $K/(1+K)$ to the digits shown. For a rare activated state the approximation is excellent; for a common one it fails by a large fraction at high pressure.

**Q:** The slow root describes late times. A gas that starts with no activated molecules cannot decompose at that rate at once.

**A:** Correct; there is an induction period. Let $N(t)$ be the undecomposed fraction, counting both $A$ and $A^*$. Adding the balances gives $dN/dt=-k_2[A^*]/[A]_0$, where $[A]_0$ is the initial density. For a start from pure $A$, therefore, $N(0)=1$ and $N'(0)=0$. Write $N=c_se^{-\lambda_st}+c_fe^{-\lambda_ft}$. The two conditions are

$$c_s+c_f=1,\qquad \lambda_sc_s+\lambda_fc_f=0 .$$

The second gives $c_f=-c_s\lambda_s/\lambda_f$. Inserted in the first, it gives $c_s=\lambda_f/(\lambda_f-\lambda_s)$, and hence

$$N(t)=\frac{\lambda_fe^{-\lambda_st}-\lambda_se^{-\lambda_ft}}{\lambda_f-\lambda_s}.$$

The two roots add up to $S$, so $\lambda_f=b+k_2+(a-\lambda_s)$. This exceeds $b+k_2$ by a fraction smaller than $K$. The induction time is thus $1/\lambda_f\approx1/(b+k_2)$, the mean lifetime of an activated molecule. After a few such times the single rate $\lambda_s\approx k_{\rm uni}$ remains.

**Q:** Fine. But $k_{\rm uni}$ multiplies $[A]$ to the first power at every pressure. Where is the second-order reaction?

**A:** It is in the factor $M$. Take the limits.

At low pressure, $k_dM\ll k_2$, the denominator becomes $k_2$ and

$$\text{rate}\to k_1M[A].$$

Nearly every activated molecule decomposes before another collision can calm it. Activation is the bottleneck, and it needs two partners. The rate is first order in $A$ and first order in $M$, hence second order overall.

At high pressure, $k_dM\gg k_2$, the density cancels:

$$\text{rate}\to\frac{k_1k_2}{k_d}[A]=Kk_2[A]\equiv k_\infty[A].$$

Collisions now activate and deactivate so often that the activated population stays close to its equilibrium value. More collisions cannot raise it further. The bottleneck is the decomposition step, and the rate is first order overall.

Between the limits, the reciprocal of $k_{\rm uni}$ splits into two terms:

$$\frac1{k_{\rm uni}}=\frac{k_dM+k_2}{k_1k_2M}=\frac1{k_\infty}+\frac1{k_1M}.$$

The larger term controls the rate. They are equal when $k_1M=k_\infty=k_1k_2/k_d$, that is, at

$$M_{1/2}=\frac{k_2}{k_d},\qquad p_{1/2}=M_{1/2}k_BT ,$$

where $k_{\rm uni}=k_\infty/2$. With $x=M/M_{1/2}=p/p_{1/2}$, we have $k_1M=k_\infty x$, and the reciprocal form becomes

$$k_{\rm uni}=k_\infty\frac{x}{1+x}.$$

This is the Lindemann fall-off curve: the first-order coefficient falls off from $k_\infty$ as the pressure is lowered.

**Q:** "Second order" and "first order" are still words for the two ends. What is the order in between?

**A:** Define it by what one would measure when compressing the gas at fixed composition and temperature. Let $[A]=yM$ with a constant small fraction $y$. The rate is $r=k_{\rm uni}yM$, and the local overall order is

$$n=\frac{d\ln r}{d\ln M}=1+\frac{d\ln k_{\rm uni}}{d\ln M}.$$

From $\ln k_{\rm uni}=\ln k_\infty+\ln x-\ln(1+x)$, the derivative with respect to $\ln x$ is $1-x/(1+x)=1/(1+x)$. Hence

$$n=1+\frac1{1+x}.$$

The order falls smoothly from 2 to 1 and equals $3/2$ at $p_{1/2}$.

**Q:** Put numbers in. I want to know whether this can matter at reactor pressures.

**A:** Take a model precursor with round parameters: $T=900$ K, $k_d=3\times10^{-16}$ m$^3$ s$^{-1}$, $K=10^{-7}$ and $k_2=10^8$ s$^{-1}$. Then

$$k_1=Kk_d=3\times10^{-23}\ \text{m}^3\,\text{s}^{-1},\qquad k_\infty=Kk_2=10\ \text{s}^{-1},$$

$$M_{1/2}=\frac{10^8}{3\times10^{-16}}\ \text{m}^{-3}=3.33\times10^{23}\ \text{m}^{-3},\qquad p_{1/2}=4142\ \text{Pa},$$

or about 0.041 bar. At this pressure $b=k_2$, so the induction time is $1/(2\times10^8\ \text{s}^{-1})=5$ ns, negligible beside the decomposition time.

For a reactor quantity, let the dilute gas move as a plug through an isothermal zone in a residence time $\tau=0.1$ s. Following one slice of gas, $d[A]/dt=-k_{\rm uni}[A]$, so the converted fraction at the exit is

$$X=1-e^{-k_{\rm uni}\tau}.$$

At 1000 Pa, for example, $x=1000/4142=0.2414$. This gives $k_{\rm uni}=10\times0.2414/1.2414=1.945$ s$^{-1}$, $n=1+1/1.2414=1.81$, and $X=1-e^{-0.1945}=0.177$. The same arithmetic at other pressures gives:

| $p$ (Pa) | $k_{\rm uni}$ (s$^{-1}$) | $n$ | $X$ (%) |
|---:|---:|---:|---:|
| 10 | 0.0241 | 2.00 | 0.24 |
| 100 | 0.236 | 1.98 | 2.3 |
| 1000 | 1.94 | 1.81 | 17.7 |
| 4142 | 5.00 | 1.50 | 39.3 |
| 10 000 | 7.07 | 1.29 | 50.7 |
| 100 000 | 9.60 | 1.04 | 61.7 |

From 10 to 100 Pa the coefficient rises almost tenfold. From 10 000 to 100 000 Pa it rises by a factor of 1.36. For this precursor, a high-pressure coefficient of 10 s$^{-1}$ used at 100 Pa would overstate the gas-phase rate about 42 times. Plug flow is itself an idealization: diffusion along the flow grows as $1/p$ and can mix the zone at the lowest pressures. There the conversion is small, and $X\approx k_{\rm uni}\tau$ depends little on mixing within the zone.

The table answers for these parameters, not for precursors in general. Since $k_2=k_\infty/K$, the crossover density is $M_{1/2}=k_\infty/(Kk_d)$. With the same $k_\infty$ and $k_d$, a $K$ a thousand times larger would move the crossover from 4142 Pa to about 4 Pa. A large molecule has many vibrations that can hold the threshold energy, so its $K$ can be much larger than that of a small one with the same threshold. Its fall-off then moves to lower pressure, possibly below the working pressure of the reactor. For such a molecule, however, $k_\infty/(Kk_d)$ marks only where the two limiting lines cross. Its activated states decompose at widely different rates, and the fall-off extends to much higher pressure than the one-state curve suggests. In a strong-collision model with 30 identical vibrations of 1000 cm$^{-1}$, a threshold of 20 quanta, and the same $T$, $k_d$ and $k_\infty$, the limits cross at 0.5 Pa, but the rate reaches $k_\infty/2$ only near 46 Pa and $0.9k_\infty$ only near 2000 Pa.

**Q:** In a real reactor, I would change the pressure and the residence time would change as well.

**A:** Then the table must not be read as that experiment, because it holds $\tau$ fixed. At fixed molar flow, temperature and reactor volume, the volume flow varies as $1/p$, so $\tau\propto p$. At low pressure $k_{\rm uni}\propto p$ too, and for small conversion $X\approx k_{\rm uni}\tau\propto p^2$. At high pressure $k_{\rm uni}$ is constant, so the exponent $k_{\rm uni}\tau$ grows as $p$. To $k_{\rm uni}\tau$ the flow contributes one power of pressure throughout, and the chemistry adds another at low pressure. The conversion $X$ itself levels off as it approaches 1. The two effects have to be separated before an order is assigned.

Nor is $X$ a film growth rate. Growth also depends on transport to the surface, on sticking, and on reactions there. The fall-off formula supplies the gas-phase source of fragments and nothing more.

**Q:** All this relies on an inert carrier. If I fill a closed vessel with pure precursor, surely $M=[A]$, and I should see genuine second-order decay in time.

**A:** That depends on whether the products can act as colliders. Consider two simple cases with initial density $A_0$.

In the first, intact $A$ is the sole effective collider. The collider density now changes in time, but the steady state survives: $[A^*]$ relaxes at a rate of at least $k_2$, while $[A]$, once the brief induction period is over, changes at a relative rate below $k_\infty=Kk_2\ll k_2$. With $M=[A]$,

$$-\frac{d[A]}{dt}=\frac{k_1k_2[A]^2}{k_d[A]+k_2}.$$

Separate the variables by multiplying with $(k_d[A]+k_2)/(k_2[A]^2)$:

$$k_1\,dt=-\left(\frac1{[A]^2}+\frac{k_d}{k_2}\frac1{[A]}\right)d[A].$$

Integration from $A_0$ to $[A]$ gives

$$k_1t=\frac1{[A]}-\frac1{A_0}+\frac{k_d}{k_2}\ln\frac{A_0}{[A]}.$$

The first two terms are the second-order law and the logarithm is the first-order law. Setting $[A]=A_0/2$ and using $k_d/(k_1k_2)=1/k_\infty$, the half-life is

$$t_{1/2}=\frac1{k_1A_0}+\frac{\ln2}{k_\infty}.$$

In the second case, each decomposed molecule leaves one equally efficient collider in the gas. Then $M=A_0$ at all times, $k_{\rm uni}$ is constant, and the decay is exponential at any pressure:

$$t_{1/2}=\frac{\ln2}{k_{\rm uni}}=\frac{\ln2}{k_1A_0}+\frac{\ln2}{k_\infty}.$$

If each decomposed molecule leaves two or more such colliders, $M$ grows and $k_{\rm uni}$ rises during the run.

**Q:** So an exponential decay curve does not prove that the reaction is first order overall?

**A:** It does not. In both cases the low-pressure half-life varies as $1/A_0$, which is the mark of second-order scaling with density. The shapes in time differ. In the first case, at low pressure, the second half-life starts from $A_0/2$ and is twice as long as the first. In the second case, all half-lives of one run are equal. "Second order at low pressure" is therefore a safe statement about changing the density at fixed composition, and an unsafe one about the decay within a single run.

For the model precursor at 100 Pa, $k_1A_0=k_\infty x=0.2414$ s$^{-1}$. The half-lives are $1/0.2414+0.0693=4.21$ s and $0.693/0.2414+0.0693=2.94$ s. Numerical integration of the elementary steps with a stiff solver gives the same values. It gives 41.5 s and 28.8 s at 10 Pa, close to ten times longer, and 0.0735 s and 0.0722 s at 100 000 Pa, where the identity of the colliders hardly affects the first half-life. It matters later in the run: if intact $A$ is the sole collider, the collider density falls towards the crossover and the decay slows down.

**Q:** Real gas mixtures contain several colliders, some better than others. Does one $M$ still suffice?

**A:** One effective collision frequency does. Give each species $j$ its own deactivation constant $k_{d,j}$. All species must lead to the same equilibrium population, so detailed balance requires $k_{1,j}=Kk_{d,j}$ for each. With $B=\sum_jk_{d,j}M_j$, deactivation has the frequency $B$ and activation has the frequency $KB$. Replacing $b$ by $B$ and $a$ by $KB$ gives

$$k_{\rm uni}=\frac{Kk_2B}{B+k_2}.$$

A better collider moves the crossover to lower pressure, because $B=k_2$ is reached sooner. It leaves $k_\infty=Kk_2$ unchanged. At fixed composition $B$ is proportional to total density, so the formula for $n$ also stands.

**Q:** My last objection is to $A^*$ itself. A molecule far above threshold should break faster than one barely above it. Why should a single $k_2$ be right?

**A:** In general it is not, and this is the main weakness of the curve. Let there be several activated states with equilibrium populations $f_i$ relative to $A$, where $\sum_if_i=K$, and decomposition rates $k_i$. Assume strong collisions: each one, at frequency $\omega=k_dM$, returns an activated molecule to $A$. Transfers from one activated state directly to another are neglected. Detailed balance sets the activation rate into state $i$ to $f_i\omega$, and the steady state of each level reads

$$f_i\omega[A]=(\omega+k_i)[A_i^*].$$

Summing $k_i[A_i^*]$ gives

$$k_{\rm multi}=\sum_if_i\,g(k_i),\qquad g(k)=\frac{\omega k}{\omega+k}.$$

For $\omega\to0$ this tends to $\omega\sum_if_i=k_1M$. For $\omega\to\infty$ it tends to $\sum_if_ik_i=K\bar k$, where $\bar k=\sum_i(f_i/K)k_i$ is the mean rate. A Lindemann curve with $k_2=\bar k$ therefore has the same two limits.

In between, write $g(k)=\omega-\omega^2/(\omega+k)$. Its second derivative is $-2\omega^2/(\omega+k)^3<0$, so $g$ is concave. By Jensen's inequality, the average of a concave function is at most the function of the average:

$$k_{\rm multi}=K\sum_i\frac{f_i}{K}g(k_i)\le K\,g(\bar k)=k_{\rm uni}.$$

Equality requires all $k_i$ to be equal. Within this strong-collision model, a spread of decomposition rates lowers the rate between the limits and so broadens the fall-off.

**Q:** By a negligible amount, or by one that matters?

**A:** Split the activated population equally between $k_i=2\times10^7$ and $1.8\times10^8$ s$^{-1}$. The mean is still $10^8$ s$^{-1}$. At $p_{1/2}$, $\omega=10^8$ s$^{-1}$, and the two values of $g$ are $1.67\times10^7$ and $6.43\times10^7$ s$^{-1}$. Their mean, $4.05\times10^7$ s$^{-1}$, times $K$ gives 4.05 s$^{-1}$. The single-state value is 5.00 s$^{-1}$, so the rate is 19% lower. This two-state spread is mild. In a strong-collision model of identical 1000 cm$^{-1}$ vibrations with a threshold of 20 quanta at 900 K, the rate where the two limits cross lies 43% below the single-state value for 9 vibrations and 63% below it for 15.

The cause is visible in the populations. Each state holds the fraction $\omega/(\omega+k_i)$ of its equilibrium population: 83% for the slow state but 36% for the fast one. The state that contributes most to decomposition is also the most depleted. The two limiting orders survive this refinement; the shape between them does not. If a collision removes just part of the excess energy, the strong-collision assumption fails too, and transfers among the activated levels must be followed explicitly.
